# High-frequency light shift of a bound state from the f-sum rule

## Problem

An atom-like system with \(N\) electrons is in a bound state \(|n\rangle\) of energy \(E_n\). It is lit by linearly polarized light,

\[
E(t)=E_0\cos\omega t ,
\]

with the field along \(x\). The nucleus, or whatever else binds the electrons, is fixed. The motion is nonrelativistic and the potentials depend on positions alone. The wavelength is large compared with the system, so the field is uniform across it (the dipole approximation). The field is weak enough for the shift to be proportional to \(E_0^2\).

(a) To what value does the light shift \(\Delta E\), measured from the field-free level, tend when the photon energy far exceeds the excitation energies that carry the state's oscillator strength? Does the limit depend on the state?

(b) Express the limit for one electron in eV, with the intensity \(I\) in W/cm² and the wavelength \(\lambda\) in microns.

(c) How large is the first correction for one electron?

(d) Apply the results to one electron in the one-dimensional well

\[
V(x)=-V_0e^{-x^2/(2w^2)},\qquad V_0=8\ \text{eV},\quad w=0.20\ \text{nm},
\]

for a photon energy of 50 eV and an intensity of \(10^{15}\) W/cm². The well has three bound states, at \(-6.228\), \(-3.091\) and \(-0.871\) eV. The field amplitude is \(E_0=86.80\) V/nm, and \(\hbar^2/m=0.07620\) eV nm².

## First estimate by scaling

During one rapid cycle the binding force has little time to act, so each electron responds almost as if it were free. Its acceleration is of order \(eE_0/m\). Over a time \(1/\omega\) it gains a speed of order \(eE_0/(m\omega)\) and moves by

\[
a=\frac{eE_0}{m\omega^2}.
\]

The associated energy is of order \(m\) times the speed squared:

\[
|\Delta E|\sim N\,\frac{e^2E_0^2}{m\omega^2}=N\,eE_0a .
\]

No property of the bound state appears. The estimate leaves the sign and the numerical factor open.

A typical excitation energy \(\Omega\) measures the neglected binding. The binding force per unit displacement is of order \(m(\Omega/\hbar)^2\), whereas the inertial term is \(m\omega^2\). The relative correction should therefore be of order \((\Omega/\hbar\omega)^2\).

For the well,

\[
a=\frac{(\hbar^2/m)\,eE_0}{(\hbar\omega)^2}
=\frac{0.07620\times 86.80}{50^2}\ \text{nm}=0.00265\ \text{nm},
\]

so \(eE_0a\approx0.23\) eV. The first excitation energy of the ground state is 3.137 eV, which gives a relative correction of about \((3.137/50)^2=0.0039\).

## Solution

### The shift to second order

An electron has charge \(-e\), so its energy in the field is \(+exE(t)\). With \(D=\sum_i x_i\), the perturbation is \(eE_0D\cos\omega t\). Let \(\Omega_k=E_k-E_n\), which is negative for a lower state, and \(D_{kn}=\langle k|D|n\rangle\). The amplitudes in the interaction picture obey, to first order,

\[
i\hbar\dot c_k=\frac{eE_0D_{kn}}{2}\left[e^{i(\Omega_k+\hbar\omega)t/\hbar}+e^{i(\Omega_k-\hbar\omega)t/\hbar}\right].
\]

If the field is switched on slowly, integration leaves no contribution from the distant past:

\[
c_k=-\frac{eE_0D_{kn}}{2}\left[\frac{e^{i(\Omega_k+\hbar\omega)t/\hbar}}{\Omega_k+\hbar\omega}+\frac{e^{i(\Omega_k-\hbar\omega)t/\hbar}}{\Omega_k-\hbar\omega}\right].
\]

This amplitude acts back on the initial state through

\[
i\hbar\dot c_n=\sum_k eE_0D_{nk}\cos\omega t\;e^{-i\Omega_kt/\hbar}c_k .
\]

The factors \(e^{\pm i\Omega_kt/\hbar}\) cancel. The average of \(\cos\omega t\,e^{\pm i\omega t}\) over a cycle is \(1/2\). A diagonal element \(D_{nn}\) produces an oscillating phase but no steady drift, so it is dropped. The cycle-averaged equation is \(i\hbar\dot c_n=\Delta E\,c_n\), with

\[
\Delta E=-\frac{e^2E_0^2}{4}\sum_k|D_{kn}|^2\left[\frac1{\Omega_k+\hbar\omega}+\frac1{\Omega_k-\hbar\omega}\right].
\]

Adding the two fractions gives

\[
\Delta E=-\frac{e^2E_0^2}{4}\sum_k\frac{2\Omega_k|D_{kn}|^2}{\Omega_k^2-(\hbar\omega)^2}.
\]

The sum includes an integral over the continuum. Where \(\Omega_k=\hbar\omega\) in the continuum, the slow switch-on makes the shift a principal value. The accompanying imaginary part describes ionization.

Define the oscillator strengths

\[
f_k=\frac{2m}{\hbar^2}\,\Omega_k|D_{kn}|^2 .
\]

Then \(2\Omega_k|D_{kn}|^2=\hbar^2f_k/m\). Reversing the sign of the denominator removes the leading minus sign:

\[
\Delta E=\frac{e^2E_0^2}{4m\omega^2}\sum_k f_k\,\frac{(\hbar\omega)^2}{(\hbar\omega)^2-\Omega_k^2}. \tag{1}
\]

### The sum of the strengths

Position-dependent potentials, including the repulsion between electrons, commute with \(D\). Only the kinetic energy contributes to \([H,D]\). Since \([p_i^2,x_i]=-2i\hbar p_i\),

\[
[H,D]=-\frac{i\hbar}{m}\sum_ip_i .
\]

A second commutator, with \([x_i,p_i]=i\hbar\), gives

\[
[D,[H,D]]=-\frac{i\hbar}{m}\,(i\hbar N)=\frac{N\hbar^2}{m}.
\]

The same double commutator can be evaluated in the state \(|n\rangle\) by expanding it and inserting a complete set:

\[
\langle n|2DHD-D^2H-HD^2|n\rangle
=2\sum_k(E_k-E_n)|D_{kn}|^2 .
\]

Equating the two results and multiplying by \(m/\hbar^2\) yields the f-sum rule,

\[
\sum_kf_k=N. \tag{2}
\]

It holds for excited states as well as the ground state. Negative strengths to lower states are balanced by larger positive strengths to higher ones.

### The limit

When \(\hbar\omega\gg|\Omega_k|\) for the transitions that carry the strength, each fraction in equation (1) tends to 1. Equation (2) then gives

\[
\boxed{\Delta E\longrightarrow N U_p,\qquad U_p=\frac{e^2E_0^2}{4m\omega^2}}
\]

The continuum extends beyond any photon energy, so its high-energy part needs a separate argument. Let \(g(\Omega)\) be the strength per unit energy. The departure from \(N\) contains the principal-value integral of \(g(\Omega)\Omega^2/[(\hbar\omega)^2-\Omega^2]\). Suppose that \(g\) falls smoothly as \(\Omega^{-s}\). With \(\Omega=\hbar\omega u\), the region around \(u=1\) contributes an amount proportional to \((\hbar\omega)^{1-s}\), which vanishes for \(s>1\). A faster smooth decay makes it vanish sooner.

If several states share the energy \(E_n\), the shift becomes a matrix among them. Its leading term contains the matrix elements of \([D,[H,D]]\). This commutator is a number, so the matrix is diagonal and all these states receive the same leading shift.

A free electron gives the limit its physical meaning. With no drift, its velocity is \(-(eE_0/m\omega)\sin\omega t\), and its mean kinetic energy is

\[
\frac m2\left(\frac{eE_0}{m\omega}\right)^2\frac12=U_p .
\]

This is the ponderomotive energy. The threshold for removing one electron therefore rises too. For \(N=1\), the level and the threshold both rise by \(U_p\). For larger \(N\), the remaining ion rises by \((N-1)U_p\) if it is also in the high-frequency regime, and the free electron adds \(U_p\). The ionization energy is thus unchanged at leading order, although the level itself moves.

### The coefficient

The cycle-averaged intensity is \(I=\varepsilon_0cE_0^2/2\), so \(E_0^2=2I/(\varepsilon_0c)\). With \(\omega=2\pi c/\lambda\),

\[
U_p=\frac{e^2I}{2\varepsilon_0cm\omega^2}
=\frac{e^2I\lambda^2}{8\pi^2\varepsilon_0mc^3}.
\]

In the requested units,

\[
U_p=9.337\times10^{-14}\ \text{eV}\times
I[\text{W/cm}^2]\times(\lambda[\mu\text{m}])^2 .
\]

To three figures the coefficient is \(9.34\times10^{-14}\). The formula gives the shift of any bound state with one electron, within the stated conditions. For \(N\) electrons it must be multiplied by \(N\).

### The first correction for one electron

Expanding the fraction in equation (1) gives

\[
\frac{\Delta E}{U_p}=1+\frac{S_2}{(\hbar\omega)^2}+\cdots,
\qquad S_2=\sum_kf_k\Omega_k^2 ,
\]

provided the strength falls fast enough for \(S_2\) to be finite. To evaluate it, take a matrix element of \([H,x]=-i\hbar p/m\). This gives \(\Omega_kx_{kn}=-i\hbar p_{kn}/m\), hence \(\Omega_k^2|x_{kn}|^2=\hbar^2|p_{kn}|^2/m^2\). Therefore

\[
S_2=\frac{2m}{\hbar^2}\sum_k\Omega_k^3|x_{kn}|^2
=\frac2m\sum_k\Omega_k|p_{kn}|^2
=\frac1m\langle n|[p,[H,p]]|n\rangle .
\]

The last step is the expansion used for the sum rule, with \(p\) in place of \(D\). Now \([H,p]=i\hbar V'\) and \([p,i\hbar V']=\hbar^2V''\), where primes denote derivatives along \(x\). Thus

\[
S_2=\frac{\hbar^2}{m}\langle V''\rangle,
\qquad
\Delta E\approx U_p+\frac{a^2}{4}\langle V''\rangle. \tag{3}
\]

The second term follows from \(U_p/(m\omega^2)=a^2/4\). It is also the second-order change in the potential averaged over an oscillation of amplitude \(a\), because the mean of \(\tfrac12V''a^2\cos^2\omega t\) is \(a^2V''/4\). The correction can have either sign. How quickly equation (3) becomes accurate depends on the high-energy tail of the strength. In a smooth well the next term is of order \((\hbar\omega)^{-4}\). A Coulomb potential is less favourable. For the hydrogen ground state \(\langle V''\rangle\) comes entirely from the delta-function term at the nucleus, and the strength falls only as \(\Omega^{-7/2}\). By the tail argument above, the next term in \(\Delta E/U_p\) is then of order \((\hbar\omega)^{-5/2}\), only half a power smaller than the one kept. At a photon energy of 10 hartree (272 eV) the departure of \(\Delta E/U_p\) from 1 is about 0.008, whereas equation (3) gives 0.013.

### The electron in the well

A photon energy of 50 eV corresponds to \(\lambda=0.024797\) microns. Hence

\[
U_p=9.3373\times10^{-14}\times10^{15}\times(0.024797)^2\ \text{eV}
=0.0574\ \text{eV}.
\]

The wavelength, 24.8 nm, is much larger than \(w\), and \(a/w\approx0.013\), so both the dipole and weak-field conditions are reasonable here. Diagonalizing the model Hamiltonian gives these strengths, grouped by final state:

| State | Lower | Higher bound | Continuum | \(S_2\) (eV²) |
|---|---:|---:|---:|---:|
| 0 | 0 | 0.9885 | 0.0115 | 10.348 |
| 1 | −0.9885 | 1.8641 | 0.1244 | 2.176 |
| 2 | −1.8641 | 0 | 2.8641 | −2.168 |

Each row of strengths sums to 1 within rounding, although the distributions differ greatly. For the ground state, equation (3) predicts

\[
\frac{\Delta E}{U_p}\approx1+\frac{10.348}{2500}=1.0041 .
\]

The full sum gives 1.0042. For states 1 and 2 it gives 1.0009 and 0.9991. State 2 lies slightly below \(U_p\) because its \(\langle V''\rangle\) is negative. In this well

\[
V''=\frac{V_0}{w^2}\left(1-\frac{x^2}{w^2}\right)e^{-x^2/(2w^2)},
\]

which is negative for \(|x|>w\), and the outer region outweighs the inner one for this state.

The shift can also be found without perturbation theory. The time-dependent Schrödinger equation was solved for a 40-cycle pulse with field envelope \(\sin^2(\pi t/T)\). The shift follows the squared envelope, whose integral is \(3T/8\), so a final phase \(\varphi\) relative to free evolution implies \(\Delta E=-8\hbar\varphi/(3T)\). Since \(T=40\times2\pi/\omega\), this becomes

\[
\Delta E=-\frac{\hbar\omega\,\varphi}{30\pi}.
\]

For the ground state \(\varphi=-0.10872\), and

\[
\Delta E=\frac{50\times0.10872}{94.25}\ \text{eV}=0.05768\ \text{eV}.
\]

The sum over states gives 0.05765 eV. The pulse result is higher by about \(4.7\times10^{-4}\) of the shift, and the other two states show nearly the same relative difference.

The finite pulse length accounts for an increase of this order. Near the limit, the accumulated phase weights each frequency \(\omega+\delta\) in the pulse by \(1/(\omega+\delta)^2\). For a symmetric spectrum the mean of this factor is approximately \((1+3\langle\delta^2\rangle/\omega^2)/\omega^2\). Writing \(F\) for the envelope,

\[
\langle\delta^2\rangle=\frac{\int\dot F^2dt}{\int F^2dt}
=\frac{\pi^2/(2T)}{3T/8}=\frac{4\pi^2}{3T^2}.
\]

With \(\omega=80\pi/T\), the relative increase is \(3\times4/(3\times6400)=6.25\times10^{-4}\). The finite time step gives a smaller change of opposite sign. The propagation uses 200 steps per cycle and applies half of each field impulse before and half after the kinetic step. The momentum \(p_j\) of a nearly free electron during step \(j\) therefore obeys \(p_{j+1}-p_j=(\mathcal F_j+\mathcal F_{j+1})\Delta t/2\), where \(\mathcal F_j\) is the electric force at the middle of that step. For a force of frequency \(\omega\), with \(\theta=\omega\Delta t\), this multiplies the momentum amplitude by \((\theta/2)/\tan(\theta/2)\approx1-\theta^2/12\), and hence the kinetic energy by \(1-\theta^2/6\). With \(\theta=2\pi/200\) the relative decrease is \(1.6\times10^{-4}\). The two effects together give \(4.6\times10^{-4}\), close to the observed difference.

## Comparison of the estimate and the solution

The scaling argument finds the dependence on \(E_0\), \(\omega\) and \(N\), and the absence of any dependence on the state at leading order. Its energy, 0.23 eV, is four times \(U_p\). The solution supplies the factor \(1/4\) and the positive sign.

The estimated relative correction, 0.0039, is close to the calculated 0.0042 for the ground state. For states 1 and 2 the magnitudes are near 0.0009, and the last correction is negative. A single excitation energy cannot represent the cancellation between downward and upward strengths.

The assumption of high frequency is essential. At a photon energy of 1 eV, below the first excitation energy, the ground state of the well has \(\Delta E/U_p=-0.112\): the level moves down. In equation (1) the denominators are then negative for all transitions from this state.

The sum rule also requires potentials that commute with position. Adding a nonlocal attraction \(-1\ \text{eV}\,|g\rangle\langle g|\), with \(g\) a normalized function proportional to \(e^{-x^2/(2b^2)}\) and \(b=0.1\) nm, changes the ground-state sum from 1 to 1.165 in this model. Electron repulsion does not have this effect. For two electrons in a 24 eV deep well with the same \(w\), repelling through a Coulomb term softened over 0.1 nm, the calculated sum is 2.000. The numerical check covers both cases, along with the shifts and the coefficient.

## Computed values

```
Up coefficient, formula: 9.3373e-14 eV/(W/cm^2 micron^2)
Same from free-electron motion: 9.3373e-14 eV/(W/cm^2 micron^2)
Well depth: 8.0 eV, width parameter: 0.20 nm
hbar^2/m: 0.076200 eV nm^2; bound states: 3
State 0: energy -6.2279 eV
  f downward 0.0000, f upward bound 0.9885, f continuum 0.0115
  f sum 1.000000; S2 10.3478 eV^2
  photon 50 eV: shift/Up 1.004161, 1+S2/photon^2 1.004139
  photon 100 eV: shift/Up 1.001036, 1+S2/photon^2 1.001035
  photon 200 eV: shift/Up 1.000259, 1+S2/photon^2 1.000259
State 1: energy -3.0913 eV
  f downward -0.9885, f upward bound 1.8641, f continuum 0.1244
  f sum 1.000000; S2 2.1765 eV^2
  photon 50 eV: shift/Up 1.000878, 1+S2/photon^2 1.000871
  photon 100 eV: shift/Up 1.000218, 1+S2/photon^2 1.000218
  photon 200 eV: shift/Up 1.000054, 1+S2/photon^2 1.000054
State 2: energy -0.8715 eV
  f downward -1.8641, f upward bound 0.0000, f continuum 2.8641
  f sum 1.000000; S2 -2.1680 eV^2
  photon 50 eV: shift/Up 0.999141, 1+S2/photon^2 0.999133
  photon 100 eV: shift/Up 0.999784, 1+S2/photon^2 0.999783
  photon 200 eV: shift/Up 0.999946, 1+S2/photon^2 0.999946
Ground state, first excitation energy: 3.1365 eV
Ground state, photon 1 eV: shift/Up -0.1121
Pulse: photon 50 eV, wavelength 0.024797 micron
Peak intensity: 1.0e+15 W/cm^2, field 86.802 V/nm
Pulse length: 3.3085 fs (40 cycles)
Quiver amplitude: 0.002646 nm
Up at peak: 0.057413 eV
State 0: phase -0.10872 rad, shift from pulse 0.057679 eV, from sum 0.057652 eV
State 1: phase -0.10837 rad, shift from pulse 0.057490 eV, from sum 0.057464 eV
State 2: phase -0.10818 rad, shift from pulse 0.057390 eV, from sum 0.057364 eV
Two electrons: well depth 24 eV, softening 0.1 nm
  mean repulsion 9.358 eV, f sum 2.00000
Nonlocal term -1 eV |g><g|, g width 0.1 nm: f sum 1.1650
```
